\section*{Why a Chaotic FPUT Chain Need Not Obey Fourier's Law}

\textbf{Q:} I hold that chaos is what makes heat conduction normal. If the atoms of a chain move chaotically, phonons are scrambled within a short time, heat diffuses, and the conductivity is independent of length. The Fermi-Pasta-Ulam-Tsingou (FPUT) chain is chaotic at high temperature, so it should obey Fourier's law.

\textbf{A:} Chaos says how fast two nearby trajectories separate. Fourier's law needs something else: the heat current must forget its past fast enough. Take a classical ring of $N$ atoms with $r_j=q_{j+1}-q_j$ and
\begin{equation}
V(r)=\tfrac12 kr^2+\tfrac14\beta r^4,\qquad m\dot v_j=V'(r_j)-V'(r_{j-1}),
\end{equation}
at zero total momentum and zero mean stretch. Give each atom half of its two bond energies, $e_j=\tfrac12mv_j^2+\tfrac12[V(r_{j-1})+V(r_j)]$. Then
\begin{align}
\dot e_j&=v_j[V'(r_j)-V'(r_{j-1})]+\tfrac12V'(r_{j-1})(v_j-v_{j-1})+\tfrac12V'(r_j)(v_{j+1}-v_j)\nonumber\\
&=\tfrac12(v_j+v_{j+1})V'(r_j)-\tfrac12(v_{j-1}+v_j)V'(r_{j-1}).
\end{align}
This has the form $\dot e_j=j_{j-1}-j_j$ with $j_j=-\tfrac12(v_j+v_{j+1})V'(r_j)$. With $J=\sum_jj_j$ and the temperature $\Theta$ measured as an energy, the Green--Kubo formula of linear response, stopped at time $\tau$, reads
\begin{equation}
\kappa(\tau)=\int_0^\tau C(t)\,dt,\qquad C(t)=\frac{\langle J(0)J(t)\rangle}{N\Theta^2}.
\end{equation}
Length is counted in sites. Normal conduction requires $\kappa(\tau)$ to level off. In a chain of length $L$, sound at speed $c$ reaches the ends after $L/c$, so $\kappa(L/c)$ suggests how the conductivity scales with length. Its size also depends on how the ends are held and heated.

\textbf{Q:} Why should $C(t)$ not decay within a few Lyapunov times?

\textbf{A:} Because momentum is conserved. With $p_k=\sum_jmv_je^{-ikj}$, shifting the index in the second force term gives
\begin{equation}
\dot p_k=\sum_j[V'(r_j)-V'(r_{j-1})]e^{-ikj}=(1-e^{-ik})\sum_jV'(r_j)e^{-ikj}.
\end{equation}
The prefactor vanishes as $k\to0$, however irregular the tensions are. Likewise $\dot r_k=(e^{ik}-1)p_k/m$, since the total stretch is conserved too. Long waves of stretch and momentum therefore change slowly. This does not yet prove a divergence, but it shows where chaos has little hold.

\section*{A chain that is random by construction}

\textbf{Q:} Perhaps FPUT chaos is too weak. Real randomness would surely restore Fourier's law.

\textbf{A:} That can be decided by calculation. Take harmonic bonds, set $m=k=1$, and let each neighbouring pair swap momenta at random with rate $\gamma$. Swaps conserve energy and momentum. Moving the index in the part of $J$ that contains $p_{j+1}$,
\begin{equation}
J=-\tfrac12\sum_jp_j(q_{j+1}-q_{j-1})=-i\sum_k\sin k\;p_k^*q_k,
\end{equation}
where the modes now carry a factor $N^{-1/2}$. Between swaps, $\dot q_k=p_k$ and $\dot p_k=-\omega_k^2q_k$, with $\omega_k^2=4\sin^2(k/2)$, so
\begin{equation}
\frac{d}{dt}(p_k^*q_k)=|p_k|^2-\omega_k^2|q_k|^2 .
\end{equation}
The right side is even in $k$. It cancels in $A_k=p_k^*q_k-p_{-k}^*q_{-k}$, and $J$ contains only these differences because $\sin k$ is odd. Swaps leave $q$ alone and change the momentum on average by $\gamma(p_{j+1}+p_{j-1}-2p_j)$, which in Fourier form is $-4\gamma\sin^2(k/2)\,p_k$. Hence, averaged over swaps,
\begin{equation}
\dot A_k=-4\gamma\sin^2(k/2)\,A_k .
\end{equation}

In equilibrium $\langle|p_k|^2\rangle=\Theta$ and $\langle|q_k|^2\rangle=\Theta/\omega_k^2$, with $p$ and $q$ independent. Each mode then contributes $\sin^2k/\omega_k^2=\cos^2(k/2)$ to $C(0)$, because $\sin^2k=4\sin^2(k/2)\cos^2(k/2)$. For $N\to\infty$,
\begin{align}
C(t)&=\int_{-\pi}^{\pi}\frac{dk}{2\pi}\cos^2\frac k2\;e^{-4\gamma t\sin^2(k/2)}\nonumber\\
&=\tfrac12e^{-2\gamma t}\,[I_0(2\gamma t)+I_1(2\gamma t)].
\end{align}
The second line uses $\cos^2(k/2)=(1+\cos k)/2$, $4\sin^2(k/2)=2-2\cos k$ and the integral form of the modified Bessel functions, $I_n(z)=\int_{-\pi}^{\pi}\frac{dk}{2\pi}e^{z\cos k}\cos nk$. At large $z$ both behave as $e^z/\sqrt{2\pi z}$, so
\begin{equation}
C(t)\to\frac1{\sqrt{4\pi\gamma t}},\qquad \kappa(\tau)\to\sqrt{\frac{\tau}{\pi\gamma}} .
\end{equation}
The integral diverges although the motion is random. The swaps also carry kinetic energy themselves: their mean current is $\gamma(p_j^2-p_{j+1}^2)/2$, which adds the finite amount $\gamma/2$ to $\kappa$. For $\gamma=0.5$ and $\tau=10^4$, integrating the Bessel form gives 79.29, and the square-root law gives 79.79.

\textbf{Q:} That is growth with time. Does it appear as growth with length?

\textbf{A:} Since $c=1$ here, the cutoff $\tau=L$ predicts $\kappa\propto\sqrt L$. A direct test puts heat baths with friction coefficient 1 at both ends, with the end atoms tied to walls, and solves for the stationary second moments. The resistance $R=\Delta\Theta/(\text{heat current})$ is 15.913, 23.895 and 35.381 for 16, 32 and 64 atoms. Differences remove a constant contact resistance:
\begin{equation}
\frac{R_{64}-R_{32}}{R_{32}-R_{16}}=\frac{11.486}{7.982}=1.439 .
\end{equation}
Fourier's law requires 2. A conductivity $\propto\sqrt L$ has $R\propto L/\kappa\propto\sqrt L$ and requires $\sqrt2\approx1.414$. At these short lengths the ratio still depends on the baths: friction 0.3 gives 1.38 and friction 3 gives 1.48, while at friction 1 the next doubling, to 128 atoms, gives 1.425 (these three values are not part of the output below). The cutoff predicts the exponent only: at $L=64$ it gives $\sqrt{L/\pi\gamma}=6.38$, whereas $L/R=64/35.381=1.81$.

\textbf{Q:} What would make the same randomness sufficient?

\textbf{A:} In this model, tying each atom to its site with energy $\tfrac12\omega_0^2q_j^2$ does. Momentum is then no longer conserved. The derivation is unchanged except that $\omega_k^2=\omega_0^2+4\sin^2(k/2)$, and the time integral gives
\begin{align}
\kappa&=\frac\gamma2+\int_{-\pi}^{\pi}\frac{dk}{2\pi}\frac{\sin^2k}{\omega_k^2\,4\gamma\sin^2(k/2)}\nonumber\\
&=\frac\gamma2+\frac1\gamma\int_{-\pi}^{\pi}\frac{dk}{2\pi}\frac{\cos^2(k/2)}{\omega_0^2+4\sin^2(k/2)} .
\end{align}
This is finite for $\omega_0\neq0$. Long waves still lose their current slowly, but their group velocity $\sin k/\omega_k$ vanishes as $k\to0$, so they carry little heat. With $\omega_0^2=2$ and the same $\gamma$, the formula gives 0.616. The bath calculation gives $32/(R_{64}-R_{32})=0.594$, which is 3.5\% below the formula, and a ratio of resistance steps of 1.94, close to 2. The shorter step, from 16 to 32 atoms, gives $16/(R_{32}-R_{16})=0.576$, which is 6.5\% below, so the gap shrinks as the chain grows.

\section*{Back to the FPUT chain}

\textbf{Q:} The swap chain is not the FPUT chain. What happens there?

\textbf{A:} No proof of divergence is offered for it; there is an argument and a simulation. Suppose that long sound waves have amplitude damping $\Gamma=A|k|^\delta$. In the swap chain a long wave contributes $c^2e^{-2\Gamma t}$ to $C(t)$, and I assume the same form here. Then
\begin{align}
\kappa(\tau)&\simeq\int\frac{dk}{2\pi}\,c^2\,\frac{1-e^{-2A|k|^\delta\tau}}{2A|k|^\delta}\nonumber\\
&=c^2\tau\,(2A\tau)^{-1/\delta}\int\frac{dx}{2\pi}\,\frac{1-e^{-|x|^\delta}}{|x|^\delta}\;\propto\;\tau^{\,1-1/\delta},
\end{align}
with $k=x(2A\tau)^{-1/\delta}$. The $x$ integral converges for $\delta>1$, and $\kappa$ then grows without limit. The swap chain has $\delta=2$ and returns the square root. For the FPUT chain the estimate serves only to show the trend at long times, not the size of $\kappa$.

For numbers, take $k=1$~eV/\AA$^2$, $\beta=10$~eV/\AA$^4$, a mass of 20~u, a spacing of 2.5~\AA\ and $\Theta=0.1$~eV (1160~K). These are round model values. The rms stretch is 0.216~\AA, so the quartic force at that stretch is $\beta r^2/k\approx0.47$ of the linear one: the chain is strongly anharmonic. Its largest Lyapunov exponent, the mean growth rate of an infinitesimal separation, is about 2.3~ps$^{-1}$, a Lyapunov time of about 0.43~ps. It comes from a short run and is good to some 5\%. For harmonic bonds the true exponent is zero, and the same finite-time estimate gives $-0.01$~ps$^{-1}$.

The sound speed follows from the bond statistics. A small applied tension $f$ weights each stretch by $e^{-(V-fr)/\Theta}$, so $d\langle r\rangle/df=\langle r^2\rangle/\Theta$ at $f=0$. The stiffness is the inverse, and
\begin{equation}
c^2=\frac{\Theta}{m\langle r^2\rangle}.
\end{equation}
Because $V$ is even, heating at zero mean stretch creates no tension, so the adiabatic and isothermal stiffness agree. This gives $c=80$~\AA/ps; the simulated waves move at 81~\AA/ps.

Sound waves of wavelength 20, 40 and 80~\AA\ live for 1.15, 3.17 and 8.45~ps. The longest of them outlives the Lyapunov time by a factor of about 20. Each doubling of wavelength multiplies the lifetime by about 2.7, so $\delta\approx1.4$ to 1.5 in this range. That is less steep than in the swap chain, but above 1.

\textbf{Q:} And the conductivity?

\textbf{A:} Here it is, in $10^{-3}$~eV\,\AA/(ps\,K), beside the same chain with an added on-site energy $\tfrac14uq^4$, $u=100$~eV/\AA$^4$. Bonds, mass and target temperature are held fixed. The length $c\tau$ refers to the free chain.
\begin{center}
\begin{tabular}{cccc}
$\tau$ (ps) & $c\tau$ (\AA) & free & pinned\\
0.455 & 37 & $44.4\pm1.3$ & $4.45\pm0.09$\\
0.911 & 73 & $76.4\pm2.5$ & $4.56\pm0.11$\\
1.821 & 146 & $120.8\pm4.6$ & $4.48\pm0.13$\\
3.642 & 292 & $175.7\pm8.5$ & $4.43\pm0.18$
\end{tabular}
\end{center}
The pinned value is flat within its standard error. The free one still rises by a factor of 1.45 in the last doubling, to about $2.8\times10^{-18}$~W\,m/K, against $7.1\times10^{-20}$~W\,m/K with pins. These are values for a single chain, not yet divided by a cross-section. The pin was chosen strong on purpose: in an earlier trial with $u=10$~eV/\AA$^4$, not part of the output below, the pinned value still changed by more than 10\% in the last doubling, so this window did not show levelling off for that weaker pin.

\textbf{Q:} The growth is slowing: the three factors are 1.72, 1.58 and 1.45. Could it stop?

\textbf{A:} The table alone cannot exclude that. The factors correspond to local exponents 0.78, 0.66 and 0.54. Some slowing is expected, since $\kappa\approx C(0)\tau$ at short times has exponent 1. The measured $\delta$ would give $1-1/\delta\approx0.3$ if it persisted to longer waves. The local exponents are still falling, so the window does not show a settled power law. The case for unlimited growth rests on $\delta$ not falling below 1 as $k\to0$; at $\delta=1$ the same integral, cut at the zone edge, still grows, but only as $\ln\tau$.

\textbf{Q:} Then perhaps the pinned chain is normal because it is more chaotic.

\textbf{A:} It is more chaotic: its exponent is about 4.3~ps$^{-1}$, against 2.3~ps$^{-1}$ for the free chain. The FPUT pair alone cannot separate the two effects. In the swap chain the randomness is held fixed: $\gamma$ was the same with and without pins, and the pins alone turned a divergent conductivity into a finite one. The pins need not act in the same way in both models. In the pinned swap chain long waves still last, but they move slowly. In the pinned FPUT chain the waves live only 0.22 to 0.24~ps at all three wavelengths, so long waves have lost their protection.

\textbf{Q:} So momentum conservation always gives divergence?

\textbf{A:} That does not follow either. The argument also needs conserved stretch and a restoring tension, which together make sound. If bonds could slip and release their stretch, the argument would no longer apply.

\textbf{Q:} What does this say about a real molecular chain or wire?

\textbf{A:} It says which questions to ask; the numbers do not transfer. The bond is much softer than a covalent one, whose stiffness is roughly tens of eV/\AA$^2$, and the temperature is high; both were chosen to make the chaos strong. Classical motion is a mild assumption here: for the stiffest vibration of the free chain, an estimated quantum of 0.045~eV lowers the heat capacity by 1.6\% of its classical value. Transverse motion and bond breaking are left out, and their effect is not sized. Isolation is another assumption that is easily broken. A substrate that holds the atoms in place acts as a pin, though a real one also exchanges heat with the chain, which is left out here. In this model the strong pin lowers $\kappa$ by a factor of 40 at the longest cutoff. A pin that is weak enough has little effect at that length. For a given chain, then, ask how long its long waves survive and how fast they carry energy, as well as whether it is chaotic. The numerical output below lists the full set of values.

\section*{Computed results}
\begin{verbatim}
SWAP CHAIN, reduced units
swap rate 0.50; squared pin frequency 2.0
ring correlation at t=6: 0.117688
same from Bessel formula: 0.117688
kappa at cutoff 10000: 79.29
square-root asymptote: 79.79
N=16: resistance free 15.913, pinned 32.292
N=32: resistance free 23.895, pinned 60.082
N=64: resistance free 35.381, pinned 113.929
ratio of resistance steps, free: 1.439
ratio of resistance steps, pinned: 1.938
pinned kappa, baths: 0.5943
pinned kappa, formula: 0.6160
FPUT EXAMPLE
bond stiffness 1.0 eV/A^2
quartic bond coefficient 10.0 eV/A^4
quartic pin coefficient 100.0 eV/A^4
mass 20.0 u; spacing 2.5 A
thermal energy 0.100 eV = 1160 K
time unit 0.04553 ps; step 0.00455 ps
rms bond stretch, free 0.216 A
ring sizes: free 256, pinned 64 sites
kinetic T / target: free 1.0025, pinned 0.9814
sound speed, formula 80.3 A/ps
sound speed, dynamics 81.0 A/ps
Lyapunov exponent, free 2.334 1/ps
Lyapunov exponent, pinned 4.288 1/ps
Lyapunov exponent, harmonic -0.0105 1/ps
Lyapunov time, free 0.429 ps
wavelength 80 A: life free 8.45, pinned 0.237 ps
wavelength 40 A: life free 3.17, pinned 0.219 ps
wavelength 20 A: life free 1.15, pinned 0.219 ps
kappa below in 1e-3 eV A/(ps K), +/- standard error
cutoff 0.455 ps, free-chain length c*t 37 A
  free 44.40 +/- 1.28; pinned 4.45 +/- 0.09
cutoff 0.911 ps, free-chain length c*t 73 A
  free 76.36 +/- 2.45; pinned 4.56 +/- 0.11
cutoff 1.821 ps, free-chain length c*t 146 A
  free 120.84 +/- 4.60; pinned 4.48 +/- 0.13
cutoff 3.642 ps, free-chain length c*t 292 A
  free 175.73 +/- 8.45; pinned 4.43 +/- 0.18
last doubling, free: factor 1.454
last doubling, pinned: factor 0.987
free gain / its standard error: 13.4
pinned gain / its standard error: -0.5
last free kappa 2.816e-18 W m/K
last pinned kappa 7.092e-20 W m/K
top phonon quantum: free 0.0446, pinned 0.0499 eV
its heat-capacity loss: free 1.6, pinned 2.0 percent
\end{verbatim}
